\section*{Fermi-level pinning and the choice of contact metal on n-type silicon}

Q: I have a cobalt contact on n-type silicon and want a lower barrier for electrons. Titanium has a work function about 0.7 eV smaller, so replacing cobalt by titanium should lower the barrier by 0.7 eV. Is anything wrong with that?

A: It rests on an assumption about the interface. Let $\Phi_M$ be the metal work function, $\chi$ the electron affinity of silicon, and $\Phi_B$ the height of the conduction edge at the interface above the Fermi level. At zero bias there is one Fermi level $E_F$. The local vacuum level is $E_F+\Phi_M$ beside the metal and $E_F+\Phi_B+\chi$ at the silicon surface. If the two are equal,
\begin{equation}
\Phi_B=\Phi_M-\chi .
\end{equation}
That is your rule. It assumes that no electrostatic potential difference develops between the metal and the silicon surface.

Q: They touch. Where could a potential difference come from?

A: From charge separated over atomic distances. Represent the transition region by a charge-free layer of thickness $\delta$ and permittivity $\epsilon_i$, with electronic states on its silicon side. Then the vacuum levels can differ by
\begin{equation}
\Delta=\Phi_M-\chi-\Phi_B .
\end{equation}
Your rule sets $\Delta=0$. We should calculate it.

\section*{The charge balance}

Q: How does charge fix $\Delta$?

A: Put the metal at $x=-\delta$ and the silicon surface at $x=0$. The vacuum level is an electron energy, $-e\phi$ plus a constant, with $e>0$. A positive $\Delta$ therefore means that the potential $\phi$ is higher at the silicon by $\Delta/e$. The field in the layer is $-\Delta/(e\delta)$, and Gauss's law gives the metal surface charge per area
\begin{equation}
Q_M=-\frac{\epsilon_i\Delta}{e\delta}.
\end{equation}
Let $Q_{ss}$ be the charge per area in the interface states and $Q_d$ that in the silicon behind them. Neutrality requires $Q_M=-(Q_{ss}+Q_d)$, so
\begin{equation}
\Phi_M-\chi-\Phi_B=\frac{e\delta}{\epsilon_i}\,(Q_{ss}+Q_d).
\label{balance}
\end{equation}

Q: And the charge in the states?

A: Assume a uniform density $D$ per area and energy across the gap, in equilibrium with the metal. Let the states be neutral when filled up to a level $\Phi_0$ below the conduction edge. They are in fact filled to $E_F$, which lies $\Phi_B$ below that edge. The excess number of electrons per area is $D(\Phi_0-\Phi_B)$, and each carries charge $-e$:
\begin{equation}
Q_{ss}=eD(\Phi_B-\Phi_0).
\label{states}
\end{equation}
Temperature hardly changes this. With $E_v$ and $E_c$ the band edges at the interface and $f$ the Fermi function,
\begin{equation}
\int_{E_v}^{E_c} f\,dE=kT\ln\frac{1+e^{(E_F-E_v)/kT}}{1+e^{-\Phi_B/kT}}\simeq E_F-E_v
\end{equation}
when $E_F$ is many $kT$ from both edges, which is the zero-temperature count.

Q: The silicon charge is the usual depletion charge, I suppose.

A: Yes, with a small correction for the electrons at the depletion edge. Measure the conduction edge $E_c(x)$ from $E_F$. It equals $\Phi_B$ at the interface and $\zeta$ in the bulk. With fully ionized donors of density $N$, electron density $n$ and silicon permittivity $\epsilon_s$, Poisson's equation reads $\epsilon_sE_c''=e^2(N-n)$. Multiply by $E_c'$, which makes the left side $(\epsilon_s/2)(E_c'^2)'$, and integrate from the interface to the bulk, where $E_c'=0$:
\begin{equation}
\frac{\epsilon_s}{2}E_c'(0)^2=e^2\left[N(\Phi_B-\zeta)-\int_\zeta^{\Phi_B}n\,dE\right].
\end{equation}
Few electrons remain at the surface, so the upper limit of the last integral may be moved to infinity. Write $n=N_cF_{1/2}(-E/kT)$, where $N_c$ is the effective density of states and $F_j$ are the normalized Fermi--Dirac integrals, for which $F_{3/2}'=F_{1/2}$. The integral is then $NP$, with
\begin{equation}
P=kT\,\frac{F_{3/2}(-\zeta/kT)}{F_{1/2}(-\zeta/kT)},
\end{equation}
which tends to $kT$ at low doping. Integrating the charge density gives $Q_d=-\epsilon_sE_c'(0)/e$, positive because the edge falls into the silicon. Hence
\begin{equation}
Q_d=\sqrt{2\epsilon_sN(\Phi_B-\zeta-P)} .
\label{dep}
\end{equation}

Q: So the barrier determines both charges, and the charges determine the barrier.

A: Yes, and the loop can be solved. Define $\alpha=e^2\delta D/\epsilon_i$ and insert (\ref{states}) in (\ref{balance}):
\begin{align}
\Phi_M-\chi-\Phi_B&=\alpha(\Phi_B-\Phi_0)+\frac{e\delta}{\epsilon_i}Q_d,\label{loop}\\
(1+\alpha)\Phi_B&=\Phi_M-\chi+\alpha\Phi_0-\frac{e\delta}{\epsilon_i}Q_d .
\end{align}
Divide by $1+\alpha$ and set $S=1/(1+\alpha)$, so that $\alpha/(1+\alpha)=1-S$:
\begin{equation}
\Phi_B=S(\Phi_M-\chi)+(1-S)\Phi_0-S\,\frac{e\delta}{\epsilon_i}Q_d .
\label{main}
\end{equation}
Since $Q_d$ depends on $\Phi_B$, let $y=\sqrt{\Phi_B-\zeta-P}$, let $g=(e\delta/\epsilon_i)\sqrt{2\epsilon_sN}$, and call the first two terms $\Phi_L$. Equation (\ref{main}) becomes $y^2+Sgy-(\Phi_L-\zeta-P)=0$, whose positive root is
\begin{equation}
y=-\frac{Sg}{2}+\sqrt{\frac{S^2g^2}{4}+\Phi_L-\zeta-P},
\end{equation}
and $\Phi_B=\zeta+P+y^2$.

\section*{Cobalt replaced by titanium}

Q: Put in numbers for my contact.

A: I take rough values: work functions 5.0 eV for cobalt and 4.3 eV for titanium, $\chi=4.05$ eV, a gap of 1.12 eV, $\Phi_0=0.75$ eV, $\delta=0.5$ nm, relative permittivities 4 for the layer and 11.7 for silicon, $D=2\times10^{14}$ cm$^{-2}$\,eV$^{-1}$, $N=10^{17}$ cm$^{-3}$ and 300 K. Everything except $\Phi_M$ is held fixed in the swap. In SI units, with $D$ counted per eV,
\begin{equation}
\alpha=\frac{(1.602\times10^{-19})(0.5\times10^{-9})(2\times10^{18})}{4\,(8.854\times10^{-12})}=4.52,
\end{equation}
so $S=1/5.52=0.181$. Without the depletion term the barriers are
\begin{align}
\text{Co:}\quad&0.181(0.95)+0.819(0.75)=0.786\ \text{eV},\\
\text{Ti:}\quad&0.181(0.25)+0.819(0.75)=0.659\ \text{eV}.
\end{align}
The depletion charges are $8.9\times10^{11}$ and $7.9\times10^{11}$ elementary charges per cm$^2$. They lower these values by 0.004 and 0.003 eV, to 0.783 and 0.656 eV. The barrier falls by 0.126 eV.

Q: Where did the rest of my 0.7 eV go?

A: Into the layer. The step $\Delta$ is $0.95-0.783=+0.167$ eV with cobalt and $0.25-0.656=-0.406$ eV with titanium. It changes by 0.574 eV, and $0.574+0.126=0.70$ eV. With cobalt the Fermi level lies below the neutrality level, and the states hold $+6.5\times10^{12}$ elementary charges per cm$^2$. With titanium it lies above, and they hold $-1.88\times10^{13}$. The small movement of the Fermi level transfers $2.5\times10^{13}$ electrons per cm$^2$ into the states, and their dipole with the metal takes up most of the change in work function.

Q: Is it the states that do this, or would the depletion charge do it too?

A: Compare their contributions to the slope. From (\ref{dep}), $dQ_d/d\Phi_B=\epsilon_sN/Q_d=\epsilon_s/(eW)$, where $W=Q_d/(eN)$ is the depletion width. Differentiating (\ref{loop}) with respect to $\Phi_M$ gives
\begin{equation}
1-\frac{d\Phi_B}{d\Phi_M}=\left(\alpha+\frac{\delta\epsilon_s}{\epsilon_iW}\right)\frac{d\Phi_B}{d\Phi_M},
\end{equation}
and therefore
\begin{equation}
\frac{d\Phi_B}{d\Phi_M}=\frac{1}{1+\alpha+\delta\epsilon_s/(\epsilon_iW)} .
\label{slope}
\end{equation}
For titanium $W=79$ nm, so the last term is 0.019 against $\alpha=4.52$. A numerical solution of Poisson's equation through layer and silicon, for work functions near 4.5 eV, gives a slope of 0.180 with the states and 0.976 without them. Here the states do the pinning.

Q: Then any interface with that many states is pinned?

A: Not in this model. The states need a distance from the metal, because a dipole of zero length produces no potential step. What enters $S$ is the product $\delta D$. With the same $D$ but a layer of 0.01 nm, the numerical slope is 0.917. For $\delta D\to0$ your rule returns, apart from the depletion term if $\delta$ stays finite. For $\delta D\to\infty$ at fixed $\delta$, $S\to0$ and $\Phi_B\to\Phi_0$, whatever the metal. Half response, $S=1/2$, requires $\alpha=1$, or $D=\epsilon_i/(e^2\delta)=4.4\times10^{13}$ cm$^{-2}$\,eV$^{-1}$ for our layer.

\section*{What the remaining change is worth}

Q: So the swap is useless.

A: That doesn't follow, because current over a barrier depends on it exponentially. For a parabolic band, summing the Fermi function over motion parallel to the interface gives a supply of electrons at normal energy $E$ proportional to $kT\ln[1+e^{(\mu-E)/kT}]$, where $\mu$ is the Fermi level on the supplying side. A small bias shifts $\mu$ on one side, so the conductance is proportional to the derivative with respect to $\mu$, summed over energies above the barrier:
\begin{equation}
G\propto\int_{\Phi_B}^{\infty}\frac{dE}{1+e^{E/kT}}=kT\ln\left(1+e^{-\Phi_B/kT}\right)\simeq kT\,e^{-\Phi_B/kT}.
\end{equation}
With the same prefactor for both metals and $kT=0.02585$ eV, the contact resistance falls by $e^{0.1263/0.02585}\approx130$. The equal prefactor is an assumption: it leaves out any difference in how easily electrons cross the interface layer. At 398 K, with the barriers held at their 300 K values, the factor is 40.

Your rule would have promised $e^{0.70/0.02585}\approx6\times10^{11}$. That number counts only electrons that pass over the barrier. At 0.95 eV this current is so small that other paths, such as recombination in the depletion layer, could carry a comparable one.

Q: Could I choose a metal with a still lower work function and reach 0.30 eV?

A: Solve (\ref{loop}) for $\Phi_M$. In the bulk $\zeta=0.146$ eV, and $P\simeq kT$. Equation (\ref{dep}) then gives a depletion charge of $4.1\times10^{11}$ elementary charges per cm$^2$, which contributes 0.009 eV:
\begin{equation}
\Phi_M=4.05+0.30+4.524(0.30-0.75)+0.009=2.32\ \text{eV}.
\end{equation}
That is far below titanium. The layer would carry a step of 2.03 eV over 0.5 nm, a field of 41 MV/cm. Good bulk oxides break down at very roughly 10 MV/cm. An atomically thin layer isn't a bulk oxide, but a linear model shouldn't be trusted there. Even the titanium contact has 8 MV/cm in the layer.

In this model the more direct route is to keep titanium and reduce $\delta D$, which moves its barrier towards the unpinned 0.25 eV. At this doping the same change would raise the cobalt barrier, towards 0.95 eV. At finite $\delta$ the depletion term remains: removing all states from our 0.5 nm layer gives 0.24 eV for titanium and 0.93 eV for cobalt. At $10^{20}$ cm$^{-3}$ that term is large, and removing the states at fixed $\delta$ lowers the barrier for both metals. An inserted film that removes states can reduce $\delta D$ if $D$ falls by more than $\delta$ grows, but electrons must then tunnel through the film, and that resistance has to be counted too.

\section*{Heavily doped contacts}

Q: My source and drain regions are doped to $10^{20}$ cm$^{-3}$. Does the same answer hold?

A: The weak response does, but the barrier itself moves. With the other parameters unchanged, the model gives 0.664 eV for cobalt and 0.548 eV for titanium, a reduction of 0.116 eV. For titanium, (\ref{loop}) shows the depletion contribution:
\begin{equation}
\frac{e\delta}{\epsilon_i}Q_d=(0.25-0.5482)-4.524(0.5482-0.75)=0.615\ \text{eV}.
\end{equation}
Multiplied by $S$, this lowers the barrier by 0.111 eV, compared with 0.003 eV at the lighter doping. It corresponds to $2.7\times10^{13}$ elementary charges per cm$^2$ and $W=2.7$ nm. The last term in the denominator of (\ref{slope}) is now about 0.5, and the numerical slope near 4.5 eV drops to 0.165.

Q: Can I trust the depletion formula when the silicon is degenerate?

A: For the electrostatics of the barriers found above, yes. It fails when the barrier is so low that many electrons remain at the silicon surface, and also when it comes so close to the gap, above roughly 1 eV, that holes gather there. The bulk Fermi level lies 0.064 eV inside the band, which is why $P$ was kept general. I compared the closed form with the numerical solution, which includes Fermi--Dirac electrons, Boltzmann holes and the state occupation integrated over the gap. The cases were both metals at both dopings; titanium at $10^{17}$ cm$^{-3}$ with $D=0$, $4.4\times10^{13}$ and $2\times10^{16}$ cm$^{-2}$\,eV$^{-1}$; and a 4.7 eV metal at that doping with a 0.01 nm layer. The largest difference in barrier was 0.03 meV. This tests the algebra and the depletion approximation, not the physical assumptions about the interface or the uniform donor charge. At $10^{20}$ cm$^{-3}$ the typical donor spacing $N^{-1/3}$ is about 2.2 nm, close to the depletion width, so in a real contact the barrier profile varies from place to place.

Q: Does the current still go over the barrier?

A: Compare tunnelling with $kT$. In the depletion approximation the edge lies above its bulk value by $V_b(1-x/W_b)^2$, with $V_b=\Phi_B-\zeta$ and $W_b=\sqrt{2\epsilon_sV_b}/(e\sqrt N)$. For an electron of mass $m$ at the bulk band edge, the semiclassical tunnelling exponent is
\begin{equation}
\frac{2}{\hbar}\int_0^{W_b}\!\sqrt{2mV_b}\left(1-\frac{x}{W_b}\right)dx=\frac{W_b\sqrt{2mV_b}}{\hbar}=\frac{V_b}{E_{00}},
\end{equation}
where inserting $W_b$ gives
\begin{equation}
E_{00}=\frac{e\hbar}{2}\sqrt{\frac{N}{m\epsilon_s}} .
\end{equation}
On a (001) surface the silicon valleys present masses of about 0.19 or 0.92 electron masses. At $10^{17}$ cm$^{-3}$, $E_{00}$ is 0.004 or 0.002 eV, well below $kT$. Electrons then cross over the barrier or tunnel just below its top. The tunnelling part is about equal to the thermionic one for the heavier mass and about twice as large for the lighter, but it raises the current by nearly the same factor for both metals, so the resistance ratio drops by only about a tenth. At $10^{20}$ cm$^{-3}$ it is 0.125 or 0.057 eV, above $kT$ for both masses, and tunnelling dominates. The swap then changes the exponent by $0.116/0.125=0.93$ for the lighter mass, a factor of about 2.5 in transmission at the band edge. For the heavier mass the factor is about 8. The factor of 130 does not carry over to source and drain contacts.

Q: What about image-force lowering?

A: An electron at distance $x$ from the metal is attracted to its image, with energy $-e^2/(16\pi\epsilon_sx)$. Near the interface the band adds $-eFx$, where $F=Q_d/\epsilon_s$. The sum is largest where $e^2/(16\pi\epsilon_sx^2)=eF$. There the two terms are equal, so the barrier is lowered by
\begin{equation}
2eFx_m=e\sqrt{\frac{eF}{4\pi\epsilon_s}},\qquad x_m=\sqrt{\frac{e}{16\pi\epsilon_sF}} .
\end{equation}
For titanium at $10^{17}$ cm$^{-3}$ this is 0.039 eV at 1.6 nm. It scales as $\sqrt{Q_d}$, so for cobalt it is about 0.041 eV, and the swap loses only 0.002 eV of its benefit. Both terms were written as if silicon reached all the way to the metal. The layer in our model has a finite thickness and a lower permittivity. Seen from well inside the silicon it moves the image plane back by about $\delta\epsilon_s/\epsilon_i=1.5$ nm, as large as $x_m$ itself, and close to the silicon surface it repels the electron. Taken literally, that geometry has no maximum inside the silicon, so these values describe a contact without such a layer and give only the scale of the effect. At $10^{20}$ cm$^{-3}$ the formula gives 0.23 eV at 0.27 nm. That distance is atomic and smaller than $\delta$, so the formula can't be used there.

\section*{The model beside a real contact}

Q: How close is all this to real cobalt and titanium on silicon?

A: The work functions, $D$ and $\delta$ are rough values in the range used for metals on silicon, and a slope of one or two tenths is the right rough size. The number is sensitive: halving $D$ gives $S=0.31$ and doubling it gives $S=0.10$, so the 0.7 eV swap would yield about 0.21 or 0.07 eV. If the states are tails of metal wave functions, $\delta$ is an effective distance, not a film thickness one can set. Real contacts most plainly break the assumption that $\Phi_0$ and $D$ are the same for both metals. Cobalt and titanium both react with silicon when heated and form silicides, which changes the interface itself. By (\ref{main}), a shift of 0.1 eV in $\Phi_0$ moves the barrier by 0.08 eV, nearly two thirds of the whole effect of the swap. Lateral variation matters as well, since thermionic current favours the patches with the lowest barrier. The model therefore supports expecting a small fraction of the work-function difference, but it can't rank two particular metals whose barriers lie within about 0.1 eV.

\section*{Computed results}
\begin{verbatim}
Thermal energy at 300 K: 0.02585 eV
Electron affinity: 4.05 eV
Band gap: 1.12 eV
Neutrality level below conduction edge: 0.75 eV
Layer thickness: 0.50 nm
Layer relative permittivity: 4.0
Silicon relative permittivity: 11.7
Conduction-band density of states: 2.80e+19 cm^-3
Interface-state density: 2.00e+14 cm^-2 eV^-1
Ratio q*thickness*states/eps_layer: 4.5238
Pinning factor S: 0.1810
S with half / double state density: 0.307
   and double: 0.100
State density giving S = 1/2: 4.42e+13 cm^-2 eV^-1
Co-like work function: 5.00 eV
Co-like unpinned barrier: 0.95 eV
Co-like barrier without depletion term: 0.7862 eV
Co-like barrier, 1e17 cm^-3: 0.7826 eV
Co-like state charge / q: 6.513e+12 cm^-2
Co-like depletion charge / q: 8.889e+11 cm^-2
Co-like vacuum-level step in layer: 0.1674 eV
Ti-like work function: 4.30 eV
Ti-like unpinned barrier: 0.25 eV
Ti-like barrier without depletion term: 0.6595 eV
Ti-like barrier, 1e17 cm^-3: 0.6562 eV
Ti-like state charge / q: -1.875e+13 cm^-2
Ti-like depletion charge / q: 7.917e+11 cm^-2
Ti-like vacuum-level step in layer: -0.4062 eV
Barrier reduction, 1e17 cm^-3: 0.1263 eV
Resistance ratio, unpinned: 5.75e+11
Resistance ratio, pinned: 132.5
Pinned ratio at 398 K, same barriers: 39.8
Work function for 0.30 eV barrier: 2.324 eV
Layer field magnitude, Ti-like: 8.1 MV/cm
Layer field magnitude, 0.30 eV case: 40.5 MV/cm
Poisson slope, 1e17 cm^-3: 0.1805
Poisson slope, 1e20 cm^-3: 0.1654
Poisson slope without states: 0.9756
Poisson slope, 0.01 nm layer: 0.9166
Co-like barrier, 1e20 cm^-3: 0.6642 eV
Ti-like barrier, 1e20 cm^-3: 0.5482 eV
Bulk zeta, 1e17: 0.1456 eV
Ti-like image lowering, 1e17: 0.0388 eV
Image maximum position, 1e17: 1.585 nm
Tunnel energy, mass 0.19, 1e17: 0.00394 eV
Tunnel energy, mass 0.92, 1e17: 0.00179 eV
Bulk zeta, 1e20: -0.0641 eV
Ti-like image lowering, 1e20: 0.2274 eV
Image maximum position, 1e20: 0.271 nm
Tunnel energy, mass 0.19, 1e20: 0.12453 eV
Tunnel energy, mass 0.92, 1e20: 0.05659 eV
Largest closed-form barrier error: 0.0273 meV
\end{verbatim}
